# Slope of the Lindhard function at $q=2k_F$ from tetrahedra and smearing, part 1

(Sections cited here and not found follow in the second part.)

## The problem

Non-interacting electrons of mass $m$ move in a simple-cubic lattice of constant $a$ with the potential set to zero. Both spins are counted, and the chemical potential is held at $E_F=\hbar^2k_F^2/2m$ in every calculation. The static density response to a potential energy of wave vector $\mathbf q$ is

$$\chi(\mathbf q)=\frac{2}{V}\sum_{\mathbf k\in{\rm BZ}}\sum_{nn'}\left|\langle n',\mathbf k+\mathbf q|e^{i\mathbf q\cdot\mathbf r}|n\mathbf k\rangle\right|^2\frac{f_{n\mathbf k}-f_{n',\mathbf k+\mathbf q}}{\varepsilon_{n\mathbf k}-\varepsilon_{n',\mathbf k+\mathbf q}}\equiv-N(E_F)\,F(x),$$

with $N(E_F)=mk_F/\pi^2\hbar^2$ and $x=q/2k_F$. The zone is sampled by a cubic mesh of spacing $h$ that contains $\mathbf k=0$, and $\eta=h/k_F=1/M$. Unless stated otherwise $\mathbf q$ points along $z$.

(a) Find $F(x)$ at zero temperature and its slope near $x=1$.

(b) Find $F$ and $F'(1)$ as given by the linear tetrahedron method applied to the principal-value form of the response, and state what changes in the Rath–Freeman form.

(c) Do the same for the plain mesh sum with Fermi–Dirac occupations of width $t=k_BT/E_F$, and find how small $t$ may be on a given mesh.

(d) Compare the two for $k_F=1.0\times10^{10}\ {\rm m^{-1}}$ and $2\pi/a=1.6\,k_F$, on meshes from $8^3$ to $128^3$.

## A first estimate by scaling

Take as a working assumption, to be proved in (a), that the slope diverges as $F'\simeq\frac12-\frac12\ln(2/|1-x|)$. A numerical method blurs the Fermi surface over some radial width $\delta k$. The singularity lies where $q/2$ equals the radius of the Fermi sphere, so the blur should replace $|1-x|$ by a cutoff $w_0\sim\delta k/k_F$:

$$F'(1)\simeq\tfrac12-\tfrac12\ln\frac{2}{w_0}.\tag{1}$$

Tetrahedra interpolate the energy linearly. The chord of $k^2$ over an interval $h$ exceeds $k^2$ by at most $h^2/4$. Dividing by the gradient $2k_F$ gives $\delta k\sim h^2/8k_F$, hence $w_0\sim\eta^2/8$.

Smearing blurs the energy by $k_BT$. Dividing by the gradient $\hbar^2k_F/m=2E_F/k_F$ gives $\delta k\sim tk_F/2$, hence $w_0\sim t/2$. A sum over points represents the integral only if the blurred step is not much narrower than the spacing, $\delta k\sim h$, so $t$ must be of order $\eta$. With $t=\eta$ the cutoff is $w_0\sim\eta/2$.

The estimate predicts that halving $h$ lowers $F'(1)$ by $\ln2$ for tetrahedra and by $\frac12\ln2$ for smearing with $t\propto\eta$, and that the ratio of the cutoffs is about $4M$.

## Exact solution

### (a) The Lindhard function

The eigenstates at $\mathbf k$ are the plane waves $\mathbf k+\mathbf G$, or unitary mixtures of degenerate ones. Inside a degenerate set $f$ and $\varepsilon$ are constant, and the sum of the squared matrix elements over the set does not change under unitary mixing, so plane waves may be used. The operator $e^{i\mathbf q\cdot\mathbf r}$ takes $\mathbf k+\mathbf G$ to $\mathbf k+\mathbf G+\mathbf q$ with amplitude one and to no other state. The vectors $\mathbf k+\mathbf G$ cover all of $k$-space once, so

$$\chi=\frac2V\sum_{\text{all }\mathbf k}\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad \varepsilon_{\mathbf k}=\frac{\hbar^2k^2}{2m}.\tag{2}$$

The program tests this by diagonalizing the kinetic energy on a real-space grid for a coarse $4^3$ mesh. The band sum and the extended sum both give 0.52593807, a number that checks the bookkeeping and is not a converged $F(1)$. With the matrix elements set to one the same 125 bands give 20.8, a different quantity, and one that grows without limit as bands are added, because $\sum_{\mathbf G}1/G^2$ diverges. All that follows uses the labelling (2), in which $\varepsilon$ is one smooth function.

Let $D=\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=\hbar^2(2\mathbf k\cdot\mathbf q+q^2)/2m$. The first term of (2) is $-f_{\mathbf k}/D$ and the second is $+f_{\mathbf k+\mathbf q}/D$. The map $\mathbf k\to-\mathbf k-\mathbf q$ exchanges $\varepsilon_{\mathbf k}$ and $\varepsilon_{\mathbf k+\mathbf q}$, so it turns the second term into $-f_{\mathbf k}/D$. Each term alone is singular at $D=0$. Removing the slab $|D|<\delta$, which the map leaves invariant, and letting $\delta\to0$ defines a principal value. The removed part of (2) vanishes in the limit, because the occupations differ only where $|\varepsilon_{\mathbf k}-E_F|<|D|$, a region whose width shrinks with $|D|$. With $V^{-1}\sum_{\mathbf k}\to(2\pi)^{-3}\int d^3k$,

$$\chi=-\frac{4}{(2\pi)^3}\,{\rm P}\!\int d^3k\,\frac{f_{\mathbf k}}{D}=-\frac{m}{\pi^3\hbar^2}\,{\rm P}\!\int dk_z\frac{\mathcal A(k_z)}{q(2k_z+q)},$$

where $\mathcal A(k_z)$ is the area of the occupied region in the plane $k_z$; it appears because $D$ depends on $k_z$ alone. Set $k_z=k_Fz$, $\mathcal A=k_F^2A$, $q=2xk_F$, so that $q(2k_z+q)=4xk_F^2(z+x)$, and divide by $-N(E_F)$:

$$F(x)=\frac{1}{4\pi x}\,{\rm P}\!\int\frac{A(z)\,dz}{z+x}.\tag{3}$$

This holds, as a principal value, for an occupied region of any shape that is symmetric under $\mathbf k\to-\mathbf k$; without that symmetry the two terms of (2) need not be equal. For the sphere $A=\pi(1-z^2)$ on $[-1,1]$. Write $1-z^2=(1-x^2)-(z+x)(z-x)$. The second piece gives $-\int_{-1}^1(z-x)\,dz=2x$, and the first gives $(1-x^2)L$ with $L={\rm P}\!\int_{-1}^1dz/(z+x)=\ln|(1+x)/(1-x)|$. Hence

$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|.\tag{4}$$

For small $x$, $L\simeq2x$ and $F\to1$, the response to a slowly varying shift of the band. For large $x$, $L=2/x+2/3x^3+\dots$ gives $F\simeq1/3x^2$. At $x=1$, $(1-x)L\to0$ and $F=\frac12$.

With $L'=1/(1+x)+1/(1-x)=2/(1-x^2)$ on both sides of $x=1$, and $\frac{d}{dx}\left(\frac1{4x}-\frac x4\right)=-\frac{1+x^2}{4x^2}$,

$$F'(x)=\frac1{2x}-\frac{1+x^2}{4x^2}L\;\longrightarrow\;\frac12-\frac12\ln\frac{2}{|1-x|}\quad(x\to1).\tag{5}$$

The origin of the divergence shows when (3) is differentiated. With $u=z+x$ the integral is ${\rm P}\!\int A(u-x)\,du/u$, and for continuous $A$ the derivative acts on $A$:

$$F'(x)=-\frac{F}{x}-\frac1{4\pi x}\,{\rm P}\!\int\frac{A'(z)\,dz}{z+x}.\tag{6}$$

Suppose $A'$ jumps by $\Delta A'=A'_+-A'_-$ at $u=\delta$. The side $u>\delta$ contributes $-A'_+\ln|\delta|$ and the other side $+A'_-\ln|\delta|$, so the integral contains $-\Delta A'\ln|\delta|$. At the pole $z=-1$ of the sphere $A'$ jumps from 0 to $2\pi$, which gives $F'\ni\frac12\ln|\delta|$, as in (5). A kink of $A$ makes the slope diverge, and by the same argument applied to (3) a jump of $A$ makes $F$ itself diverge. At $q=2k_F$ the transitions of vanishing energy connect only the two poles of the sphere.

### (b) Tetrahedra

From here on $h=1$ and $\hbar^2h^2/2m=1$, so $\varepsilon=k^2$, $E_F=M^2$, and $X=xM=q/2$. Rescaling $z$ by $M$ and $A$ by $M^2$ turns (3) and (6) into

$$F=\frac{1}{4\pi XM}\,{\rm P}\!\int_{\rm occ}\frac{d^3k}{z+X},\qquad F'(x)=-\frac Fx-\frac{J}{4\pi X},\qquad J={\rm P}\!\int\frac{A'(z)\,dz}{z+X}.\tag{7}$$

*One tetrahedron.* Let $d=z+X$, which is proportional to $D$, take the values $d_0,\dots,d_3$ at the vertices of a tetrahedron of volume $V_T$. Parametrize the interior by $\mathbf k=\mathbf k_0+\sum_{j=1}^3\tau_j(\mathbf k_j-\mathbf k_{j-1})$ with $1\ge\tau_1\ge\tau_2\ge\tau_3\ge0$. This domain has volume $1/6$, so $d^3k=6V_T\,d^3\tau$, and $d=d_0+\sum_j\tau_j(d_j-d_{j-1})$. Let $\phi'''=1/d$. Integrating $\tau_3$ from 0 to $\tau_2$ gives $(d_3-d_2)^{-1}$ times the difference of $\phi''$ at the two limits. At the upper limit the argument is $d_0+\tau_1(d_1-d_0)+\tau_2(d_3-d_1)$, and at the lower limit it is the same with $d_2$ in place of $d_3$. These are the same problem in one dimension less, with nodes $(d_0,d_1,d_3)$ and $(d_0,d_1,d_2)$, and the rule that combines them is the recursion that defines divided differences. Repeating it down to zero dimensions,

$$\int_T\frac{d^3k}{d}=6V_T\,\phi[d_0,d_1,d_2,d_3]=6V_T\sum_i\frac{\phi(d_i)}{\prod_{j\ne i}(d_i-d_j)},\qquad\phi=\tfrac12d^2\ln|d|.\tag{8}$$

Indeed $\phi'=d\ln|d|+d/2$, $\phi''=\ln|d|+\frac32$ and $\phi'''=1/d$. If $d$ changes sign in $T$, replace $d$ by $d+i0$, for which the complex logarithm is analytic along every step, and take the real part: the left side becomes the principal value and the logarithm becomes $\ln|d|$. When $j+1$ nodes coincide at a value $d\ne0$, their divided difference is the limit $\phi^{(j)}(d)/j!$. All $d_i$ shift together with $X$, so the derivative with respect to $X$ is (8) with $\phi'$ in place of $\phi$. At $d=0$ the limit is infinite when three nodes coincide, that is, when a face lies in the plane $D=0$, and for the derivative already when two do. A single tetrahedron then has no finite value, but the infinite terms cancel in the sum over tetrahedra if $A$ is continuous at that plane, and for the derivative if $A'$ is continuous as well. A tetrahedron cut by the plane $\varepsilon=E_F$ leaves an occupied tetrahedron (one vertex inside) or a prism (two or three inside), and a prism is divided into three tetrahedra.

*What is approximated.* $D$ is exactly linear in $\mathbf k$, so (8) is exact and the only error is the shape of the occupied region. Let $g$ be the piecewise-linear interpolant of $k^2$: for $|k|=l+\theta$ with integer $l$ and $0\le\theta\le1$,

$$g=l^2+(2l+1)\theta,\qquad g-k^2=\theta(1-\theta).$$

The function $\tilde\varepsilon=g(k_x)+g(k_y)+g(k_z)$ is linear on each mesh cube and equals $k^2$ at its eight corners. A linear function on a tetrahedron is fixed by four vertex values, so $\tilde\varepsilon$ is the interpolant for every division of the cube into tetrahedra with corner vertices. It is convex and never below $k^2$: the occupied region is a convex polyhedron inside the sphere, with one flat face per cut cube.

The Rath–Freeman form cuts twice, using $f-f'=f(1-f')-f'(1-f)$ with $f'=f_{\mathbf k+\mathbf q}$, and integrates $f(1-f')/D$. It differs from the principal-value form by ${\rm P}\!\int ff'/D$. If $\mathbf q$ is a mesh vector, the interpolant of $\varepsilon_{\mathbf k+\mathbf q}$ is $\tilde\varepsilon(\mathbf k+\mathbf q)$. Since $\tilde\varepsilon$ is even, the region $ff'=1$ is invariant under $\mathbf k\to-\mathbf k-\mathbf q$ while $D$ changes sign, and the difference vanishes. At $M=5$ the program asserts agreement to $10^{-6}$ for $q=3h$ and $q=8h$ ($x=0.3$ and $0.8$), where the region $ff'=1$ is not empty. At $x=1.1$ that region is empty and both forms give 0.34103041, against the exact 0.35469. If $\mathbf q$ is not a mesh vector the two forms differ. Interpolating $\varepsilon_{\mathbf k+\mathbf q}$ on the same tetrahedra gives $\tilde\varepsilon+D$, so the region $f'=1$ is the polyhedron of a mesh displaced by $\mathbf q$, and the Rath–Freeman result is the mean of (7) over the two polyhedra. A slope needs $\mathbf q$ off the mesh, so slopes depend on the form. All tetrahedron results below are for the principal-value form unless stated otherwise.

*Error of $F$.* The mean of $\theta(1-\theta)$ is $1/6$. On a large sphere $\theta$ is evenly distributed in each coordinate, so the mean excess is $\frac12$ and the surface moves in by $\frac12/2M$. The volume deficit relative to the sphere is $4\pi M^2(1/4M)/(4\pi M^3/3)=\frac34\eta^2$ to leading order, 0.00750 at $M=10$ both as predicted and as computed. In a plane $z$, a circle of radius $\rho$ moves in by (excess)$/2\rho$, so its area falls by $\pi$ times the mean excess along it: $\delta A=-\pi[\frac13+\theta_z(1-\theta_z)]$, with mean $-\pi/2$. If $x>1$ and $q/2$ lies well over a mesh spacing outside the sphere, $X-M\gg1$, the weight $1/(z+X)$ is smooth on the scale of the mesh, the mean suffices, and (7) gives

$$\delta F=-\frac{\pi}{2}\,\frac{L}{4\pi XM}=-\frac{\eta^2L}{8x}.$$

At $M=40$, $x=1.5$ this predicts $-8.3825\times10^{-5}$, and the computed difference from (4) is $-8.3828\times10^{-5}$. For $x<1$ the pole lies inside and picks up the periodic part of $\delta A$. The principal value ${\rm P}\!\int\sin(2\pi u)\,du/u=\pi$ does not shrink with the period, so at fixed $x$ this adds a ripple of the same order, $(\eta^2/4\pi x)\sum_n\sin(2\pi nX)/n^2$, which vanishes at mesh vectors. Because of the factor $1/x$ it is of order $\eta$ when $q$ is of order $h$, and as $q\to0$ it diverges as $\frac\eta2\ln(1/X)$, since $A'$ jumps at $z=0$. The displaced polyhedron of the Rath–Freeman form has the opposite ripple, and the two cancel. The program asserts the bound $|\delta F|<\eta^2$ at $x=0.5,\ 0.75,\ 1.25,\ 1.5$ for $M=10,20,40$, and for $\mathbf q\parallel(123)$ at $M=10$.

*The cross-section.* For $\mathbf q\parallel z$, $A(z)=\alpha(M^2-g(z))$, where $\alpha(r)$ is the area of $g(k_x)+g(k_y)\le r$. On the cell $(i,j)$ of one quadrant the function is $e+pa+sb$ with $e=i^2+j^2$, $p=2i+1$, $s=2j+1$, $0\le a,b\le1$. Integrating the step function over $a$ and then over $b$ gives the area

$$\frac{(r-e)_+^2-(r-e-p)_+^2-(r-e-s)_+^2+(r-e-p-s)_+^2}{2ps},\qquad y_+=\max(y,0).$$

So $\alpha$, four times the sum over cells, is piecewise quadratic with integer knots and a continuous derivative, and (7) can be integrated in closed form piece by piece. The program checks this against the explicit tetrahedron sum, value and slope, to $10^{-6}$ at $M=10$. For $r<1$ the region is $|k_x|+|k_y|\le r$ and $\alpha=2r^2$. The tip of the polyhedron is a pyramid, $A'$ starts from zero, and the kink of the sphere is gone. For large $r$ write $\alpha=\pi r+\beta$ with $\beta=-\pi/3+$ ripple. The ripple is the average over a circle of the harmonics $\cos(2\pi n\sqrt r\cos\vartheta)$ of $\theta(1-\theta)$, which is the Bessel function $J_0(2\pi n\sqrt r)$ and falls as $r^{-1/4}$.

Define the constant $r_0$ by

$$\int_0^R\frac{\alpha'(r)}r\,dr=\pi\ln\frac R{r_0}-\int_R^\infty\frac{d\beta}{r};\tag{9}$$

the last integral converges by parts because $\beta$ is bounded. The left side is the integral of $1/(g(k_x)+g(k_y))$ over the region below $R$. Take $R=K^2$ and extend the region to the square $[-K,K]^2$, calling the result $S_K$. For large $K$ the added part is the integral of $1/k^2$ between circle and square, $8\int_0^{\pi/4}\ln(1/\cos\vartheta)\,d\vartheta$. From $\ln(2\cos\vartheta)=\sum_n(-1)^{n+1}\cos(2n\vartheta)/n$, the integral of $\ln(2\cos\vartheta)$ over $[0,\pi/4]$ is $\sum_n(-1)^{n+1}\sin(n\pi/2)/2n^2=G/2$, with $G=1-\frac19+\frac1{25}-\dots$ Catalan's constant. The added part is therefore $2\pi\ln2-4G$, and

$$-\pi\ln r_0=\lim_{K\to\infty}\left[S_K-2\pi\ln2K+4G\right].$$

A second antiderivative of $1/y$ is $y\ln y-y$, and the linear term cancels between the four corners, so each cell contributes $[\psi(e+p+s)-\psi(e+p)-\psi(e+s)+\psi(e)]/ps$ with $\psi=y\ln y$. The sum gives $r_0=0.26888$.

*The slope at $x=1$ for integer $M$.* The tip is then the mesh point $z=-M$. Let $w=z+M$ and $r=M^2-g(z)$. In the slab $l<w<l+1$, $l=0,\dots,2M-1$, the slope is $dr/dw=\sigma_l=2M-2l-1$. For $z<0$ this is $2(M-l-1)+1$, and for $z>0$ it is $-[2(l-M)+1]$, the same expression. Then $J=\sum_l\sigma_l\int_l^{l+1}\alpha'(r)\,dw/w$.

In the first slab $r=\sigma_0w$ and $dw/w=dr/r$, so (9) applies with $R=\sigma_0$. In the others $\alpha'=\pi+\beta'$ and $\sigma_l\beta'dw=d\beta$. Thus

$$J=\pi\sigma_0\ln\frac{\sigma_0}{r_0}+\pi\sum_{l=1}^{2M-1}\sigma_l\ln\frac{l+1}l+B,\qquad B=\int_{w=1}^{2M}\frac{d\beta}w-\sigma_0\int_{\sigma_0}^\infty\frac{d\beta}r.$$

Integrate both parts of $B$ by parts. The boundary terms $\mp\beta(\sigma_0)$ cancel, and $\beta=0$ at $w=2M$, where $r=0$. With $r=\sigma_0w$ in the second integral, $B=\int_1^{2M}\beta(r(w))\,dw/w^2-\int_1^\infty\beta(\sigma_0w)\,dw/w^2$. The constant $-\pi/3$ leaves $\pi/6M$. The ripple is at most of order $M^{-1/4}$ where the weight $1/w^2$ is not small, since $r\gtrsim M$ there. So $B\to0$, and its share $B/4\pi M$ of the slope is smaller than order $\eta$.

The first term is $\pi[(2M-1)\ln(2M/r_0)-1]+O(\eta)$, because $(2M-1)\ln(1-1/2M)=-1+O(\eta)$. In the sum, with $n=2M$, the part $2M\sum\ln\frac{l+1}{l}$ telescopes to $2M\ln2M$. For the rest, shift the index in the $\ln(l+1)$ terms:

The exact Lindhard function and its logarithmically divergent slope are established, and the tetrahedron slope at $x=1$ for integer $M$ has been reduced to the one sum whose index is to be shifted. It remains to evaluate that sum, examine the spurious singularities of the tetrahedron method, treat smearing, and compare the two methods numerically.
